# Lehmann Representation of the Retarded Density Response: Poles and Residues, part 2

Excitation energies can be found by computing excited states one by one, or by searching for frequencies at which the ground-state density response diverges. The choice depends on which excitations the response shows, and what its divergences say about them.

The time-independent Hamiltonian $H$ of $N$ interacting electrons has orthonormal eigenstates $|n\rangle$ with energies $E_n$, a nondegenerate ground state $|0\rangle$ and excitation energies $\Delta_n=E_n-E_0$. The density operator $\hat n(\mathbf r)$ defines the transition densities $\rho_n(\mathbf r)=\langle0|\hat n(\mathbf r)|n\rangle$.

A weak potential energy $\delta v(\mathbf r,t)$ gives the perturbation $\hat V(t)=\int d\mathbf r\,\hat n(\mathbf r)\,\delta v(\mathbf r,t)$. With $\hat V_I(t)=e^{iHt/\hbar}\hat V(t)e^{-iHt/\hbar}$, the state $|\phi(t)\rangle=e^{iHt/\hbar}|\psi(t)\rangle$, where $|\psi(t)\rangle$ is the full state, is

$$|\phi(t)\rangle=|0\rangle-\frac{i}{\hbar}\int_{-\infty}^{t}dt'\,\hat V_I(t')|0\rangle+O(\delta v^2). \tag{6}$$

The response function $\chi(\mathbf r,\mathbf r',\tau)$ is the density change at $\mathbf r$, a time $\tau$ after a sudden kick at $\mathbf r'$, per unit kick strength. For real transition densities, with $\theta$ the step function,

$$\chi(\mathbf r,\mathbf r',\tau)=-\frac{2}{\hbar}\theta(\tau)\sum_{n\neq0}\rho_n(\mathbf r)\rho_n(\mathbf r')\sin\frac{\Delta_n\tau}{\hbar}. \tag{15}$$

For a drive of frequency $\omega$, real profile $\lambda(\mathbf r)$ and small positive energy $\eta$ that sets its growth rate,

$$\delta v(\mathbf r,t)=\lambda(\mathbf r)\,e^{\eta t/\hbar}\cos\omega t=\lambda(\mathbf r)\,\mathrm{Re}\,e^{-izt/\hbar},\qquad z=\hbar\omega+i\eta , \tag{16}$$

the density change is

$$\delta n(\mathbf r,t)=\mathrm{Re}\left[e^{-izt/\hbar}\int d\mathbf r'\,\chi(\mathbf r,\mathbf r';z)\lambda(\mathbf r')\right],\quad \chi(\mathbf r,\mathbf r';z)=\int_0^\infty d\tau\,e^{iz\tau/\hbar}\chi(\mathbf r,\mathbf r',\tau). \tag{17}$$

The sum over excited states is

$$\chi(\mathbf r,\mathbf r';z)=\sum_{n\neq0}\left[\frac{\rho_n(\mathbf r)\rho_n^*(\mathbf r')}{z-\Delta_n}-\frac{\rho_n^*(\mathbf r)\rho_n(\mathbf r')}{z+\Delta_n}\right]. \tag{19}$$

For real eigenfunctions it becomes

$$\chi(\mathbf r,\mathbf r';z)=\sum_{n\neq0}\frac{2\Delta_n\,\rho_n(\mathbf r)\rho_n(\mathbf r')}{z^2-\Delta_n^2}. \tag{21}$$

The residue at the pole $z=\Delta$, with energy as the variable, is

$$R(\mathbf r,\mathbf r')=\lim_{z\to\Delta}(z-\Delta)\,\chi(\mathbf r,\mathbf r';z)=\sum_{n:\,\Delta_n=\Delta}\rho_n(\mathbf r)\rho_n^*(\mathbf r'). \tag{22}$$

A level whose transition densities all vanish produces no pole and is called dark.

### The static limit

At $z=0$ equation (19) becomes

$$\chi(\mathbf r,\mathbf r';0)=-2\sum_{n\neq0}\frac{\mathrm{Re}[\rho_n(\mathbf r)\rho_n^*(\mathbf r')]}{\Delta_n}. \tag{24}$$

Static perturbation theory gives the same. A constant perturbation $\hat V$ changes the ground state by $-\sum_{n\neq0}|n\rangle\langle n|\hat V|0\rangle/\Delta_n$, and the density by twice the real part of $\langle0|\hat n(\mathbf r)$ acting on this change. The diagonal part of equation (24) is never positive: raising the potential at a point does not raise the density there.

### Two electrons on two sites

A model with two sites can be solved by hand. One spin-up and one spin-down electron hop between the sites with energy $J=1$ eV (called t in the check's output) and repel each other with $U=3$ eV when they share a site. The site occupations $\hat n_1,\hat n_2$ replace $\hat n(\mathbf r)$, and sums over sites replace integrals.

Let $|ij\rangle$ denote the spin-up electron on site $i$ and the spin-down electron on site $j$. Each hop contributes $-J$, so

$$H|12\rangle=H|21\rangle=-J(|11\rangle+|22\rangle),\quad H|11\rangle=U|11\rangle-J(|12\rangle+|21\rangle), \tag{25}$$

and $H|22\rangle$ has the form of the last expression with $U|22\rangle$. Convenient combinations are

$$|c\rangle=\tfrac{|12\rangle+|21\rangle}{\sqrt2},\quad |T\rangle=\tfrac{|12\rangle-|21\rangle}{\sqrt2},\quad |\pm\rangle=\tfrac{|11\rangle\pm|22\rangle}{\sqrt2}. \tag{26}$$

Subtracting or adding the lines of equation (25) gives $H|T\rangle=0$ and $H|-\rangle=U|-\rangle$, so these two are eigenstates. The other two are coupled: $H|c\rangle=-2J|+\rangle$ and $H|+\rangle=U|+\rangle-2J|c\rangle$. For a state $a|c\rangle+b|+\rangle$ of energy $E$ this means

$$-2Jb=Ea,\qquad -2Ja+Ub=Eb. \tag{27}$$

Eliminating $a$ and $b$ leads to $E^2-UE-4J^2=0$, with solutions $E=(U\mp S)/2$ and $S=\sqrt{U^2+16J^2}$. Here $S=\sqrt{9+16}=5$ eV, so the ground energy is $(3-5)/2=-1$ eV and the upper solution is $4$ eV. Measured from the ground state, the excitation energies are $0+1=1$ eV for $|T\rangle$, $3+1=4$ eV for $|-\rangle$ and $4+1=5$ eV for the upper solution.

The first part of equation (27) gives $b/a=-E_0/(2J)=1/2$. With $a^2+b^2=1$, the weights are $a^2=0.8$ and $b^2=0.2$. For general parameters,

$$b^2=\frac{E_0^2}{E_0^2+4J^2}=\frac{(S-U)^2/4}{S(S-U)/2}=\frac12\left(1-\frac US\right), \tag{28}$$

where $4J^2=(S-U)(S+U)/4$ was used in the denominator.

The transition densities follow from the action of $\hat n_1$. It gives 1 on $|12\rangle$ and $|21\rangle$, 2 on $|11\rangle$ and 0 on $|22\rangle$. Therefore $\hat n_1|c\rangle=|c\rangle$ and $\hat n_1|+\rangle=\sqrt2\,|11\rangle=|+\rangle+|-\rangle$, so

$$\hat n_1|0\rangle=|0\rangle+b|-\rangle,\qquad \hat n_2|0\rangle=|0\rangle-b|-\rangle . \tag{29}$$

The second relation follows from $\hat n_1+\hat n_2=2$. The density operator reaches one excited state, $|-\rangle$, with transition density $b=0.447$ on site 1 and $-0.447$ on site 2. This is a motion of charge from one site to the other.

The pole at 4 eV has residue $0.2$ for $\chi_{11}$ and $-0.2$ for $\chi_{12}$. The excitations at 1 eV and 5 eV are dark. Someone who searched the density response for the lowest excitation of this model would find 4 eV and miss the state at 1 eV.

### Why the dark states are dark

The state $|T\rangle$ is a spin triplet. The density operator does not act on spin, so it cannot connect the singlet ground state to a triplet. This reasoning requires eigenstates of definite total spin, and it no longer applies if a term in $H$ mixes singlets and triplets.

The singlet at 5 eV is dark for a different reason. Interchanging the two sites leaves $H$ unchanged. The ground state and this singlet are both even under the interchange, while the part of the density operator that can cause a transition, $\hat n_1-\hat n_2$, is odd. Its matrix element between two even states vanishes.

Site energies of $+0.5$ and $-0.5$ eV remove this symmetry. There are then two visible poles, at 3.57 eV with residue 0.194 and at 5.59 eV with residue 0.022 for $\chi_{11}$. The second singlet has become visible, though weakly, and the triplet remains dark.

### The response at different frequencies

For the symmetric dimer, equation (21) contains one term. With energies in eV and $\chi$ in 1/eV,

$$\chi_{11}(z)=\frac{2\times4\times0.2}{z^2-16}=\frac{1.6}{z^2-16}. \tag{30}$$

At zero frequency this is $-0.1$. Raising site 1 by 0.01 eV lowers its occupation by 0.001. The finite difference of the ground-state occupation gives the same coefficient.

At $\hbar\omega=2$ eV the response is $1.6/(4-16)=-0.133$. It has the static sign and is larger, because the drive is closer to resonance. At 6 eV it is $1.6/(36-16)=+0.08$. Above the resonance, charge moves onto the site while the potential there is raised, as a driven oscillator moves against a force that is too fast for it.

On resonance $\eta$ must be kept. For $\eta=0.1$ eV,

$$\chi_{11}=\frac{0.2}{0.1i}-\frac{0.2}{8+0.1i}\approx-0.025-2.00\,i . \tag{31}$$

The response is almost purely imaginary. By equation (17), a factor $-i$ turns $\cos\omega t$ into $-\sin\omega t=-\cos(\omega t-\pi/2)$, so the density lags a quarter period behind the static behaviour.

Near a pole, $\mathrm{Im}\,[1/(\hbar\omega-\Delta+i\eta)]=-\eta/[(\hbar\omega-\Delta)^2+\eta^2]$. An isolated peak in $-\mathrm{Im}\,\chi_{11}$ thus has height $R_{11}/\eta$, here $0.2/0.1=2$, and a half-width $\eta$ at half its height. In this finite model the width is set by the chosen growth rate and is not a lifetime. Two levels of equal residue show a single maximum when they are closer than $2\eta/\sqrt3\approx1.15\,\eta$. A weak level beside a strong one needs a larger separation, about $3.4\,\eta$ for residues in the ratio 1 to 10.

The value of $\eta$ also limits the strength of the drive. Equation (6) with the potential (16) gives a resonant amplitude of magnitude $|\langle n|\hat\Lambda|0\rangle|e^{\eta t/\hbar}/(2\eta)$, where $\hat\Lambda=\int d\mathbf r\,\hat n(\mathbf r)\lambda(\mathbf r)$. First-order theory requires this number to be small compared with 1.

In time, equation (15) gives $\chi_{11}(\tau)=-(0.4/\hbar)\sin(4\,\mathrm{eV}\,\tau/\hbar)$. After a kick the charge swings between the sites with a period of 1.03 fs, and the amplitude of $\chi_{11}(\tau)$ is 0.608 per eV and fs.

For $U\gg J$, $S\approx U+8J^2/U$. The visible pole $(U+S)/2$ then approaches $U+4J^2/U$, and its residue falls as $4J^2/U^2$. Strong repulsion keeps one electron on each site, and the density hardly responds.

### Degenerate levels and complex transition densities

Three sites in a symmetric ring, with the same $J$ and $U$, have a visible degenerate level at 3.54 eV. Its residue matrix has rank 2, which means that two independent transition densities contribute. No single product could reproduce it, since a single product has rank 1.

A magnetic flux through the ring makes the hopping complex. Equation (21) then no longer applies, but equation (19) does. With $A_n=\rho_n(i)\rho_n^*(j)$ it gives

$$\chi_{ij}-\chi_{ji}=\sum_{n\neq0}(A_n-A_n^*)\left[\frac1{z-\Delta_n}+\frac1{z+\Delta_n}\right]=\sum_{n\neq0}\frac{4iz\,\mathrm{Im}A_n}{z^2-\Delta_n^2}. \tag{32}$$

The two directions of influence can differ, except at $z=0$. For a ring with the same $J$ and $U$, site energies 0, 0.5 and $-0.3$ eV, and one-electron matrix elements $\langle j|h|j+1\rangle=-Je^{0.4i}$ taken cyclically around the ring, at $z=1.5+0.4i$ eV, the sum gives $\chi_{12}=0.1427+0.0012i$ and $\chi_{21}=0.1165+0.0469i$ per eV. Direct integration of the time-dependent Schrödinger equation, with a growing drive on site 2, gives the same $\chi_{12}$ to these digits. The numerical check also checks the residues by contour integrals. The circles are placed around the excitation energies found by diagonalization, but the response on them is computed from linear equations that use only $H$ and the ground state, without the excited-state vectors.

### Consequence for density functional calculations

The Kohn-Sham system consists of noninteracting electrons with the same ground-state density as the interacting system. If its ground state is nondegenerate, the derivation applies to it unchanged. Its response $\chi_s$ has the form (19), but with Kohn-Sham excitation energies and Kohn-Sham transition densities.

For the symmetric dimer the Kohn-Sham system is the model with $U=0$ and the same hopping, since both have one electron per site. Its visible pole lies at $(0+4J)/2=2$ eV, and equation (28) gives the residue $1/2$. The interacting values are 4 eV and 0.2. In this model the Kohn-Sham pole is at half the true energy, with too large a residue.

The two responses are related through the change of the Kohn-Sham potential. To first order this is $\delta v_s=\delta v+f\,\delta n$, where the kernel $f$ describes how the Hartree and exchange-correlation potentials follow the density, and products imply integration over space at fixed frequency. Both descriptions must give the same density change, $\delta n=\chi\,\delta v=\chi_s\,\delta v_s$. Inserting $\delta v_s$ and $\delta n=\chi\,\delta v$ gives $\chi\,\delta v=\chi_s\,\delta v+\chi_sf\chi\,\delta v$ for every $\delta v$, hence

$$\chi=\chi_s+\chi_sf\chi . \tag{33}$$

The kernel must move the pole from 2 to 4 eV and reduce its residue. In the dimer both response matrices are a single function times the pattern $+1,-1,-1,+1$, so equation (33) reduces to $1/\chi_{11}=1/\chi_{s,11}-F$ with $F=f_{11}-f_{12}-f_{21}+f_{22}$. With $\chi_{s,11}=2/(z^2-4)$ and equation (30), $F=(z^2-4)/2-(z^2-16)/1.6=8-z^2/8$ in eV, so the exact kernel depends on frequency. A constant $F$ gives $\chi_{11}=2/(z^2-4-2F)$. The choice $F=6$ eV places the pole at 4 eV, but the residue is then $2/8=0.25$ instead of 0.2. This particular frequency dependence belongs to the lattice model. A constant $F$ keeps the product of pole energy and residue fixed, and this product is $2\times0.5=1$ eV for the Kohn-Sham dimer and $4\times0.2=0.8$ eV for the interacting one, in each case minus half the ground-state hopping energy. The $z^2$ term, $1/2-1/1.6=-1/8$, comes from this mismatch. For electrons in real space the f-sum rule fixes the corresponding sum over all poles by the ground-state density alone, so it is the same in both systems and no such term arises. An approximate kernel can also lose a pole. With unequal site energies the Kohn-Sham dimer still has one visible pole, because the density operator excites one electron at a time. A constant $F$ only shifts that pole and cannot produce the two found in the interacting model.

This settles the decision posed at the start. The density response is a sound route to excitations that move charge density, provided that the poles are taken from $\chi$ and not from $\chi_s$. A dark state has to be sought by other means. The triplet at 1 eV is reached by a perturbation that acts on spin: the operator $\hat n_{1\uparrow}-\hat n_{1\downarrow}$ gives $+1$ on $|12\rangle$, $-1$ on $|21\rangle$ and 0 on $|11\rangle$ and $|22\rangle$, so it turns $|0\rangle$ into $a|T\rangle$, and its response has a pole at 1 eV with residue $a^2=0.8$. The singlet at 5 eV stays dark in that response as well.

## Computed results

```
SYMMETRIC DIMER
hopping t = 1.0 eV, repulsion U = 3.0 eV
ground energy = -1.0000 eV
ground state weights: covalent 0.8000, ionic 0.2000
excitation 1.0000 eV, triplet, rho(1), rho(2) = 0.0000, 0.0000
excitation 4.0000 eV, singlet, rho(1), rho(2) = 0.4472, -0.4472
excitation 5.0000 eV, singlet, rho(1), rho(2) = 0.0000, 0.0000
residue at visible pole: 11 0.2000, 12 -0.2000
static chi_11, Lehmann = -0.100000 1/eV
static chi_11, finite difference = -0.100000 1/eV
chi_11 at 2.0 eV, eta = 0: -0.13333 1/eV
chi_11 at 6.0 eV, eta = 0: +0.08000 1/eV
chi_11 at 4.0 eV, eta = 0.1 eV: -0.02500 -1.99969 i 1/eV
oscillation period after a kick = 1.0339 fs
amplitude of chi_11(tau) = 0.6077 1/(eV fs)
Kohn-Sham pole = 2.0000 eV, residue 11 = 0.5000
TILTED DIMER
site energies = +0.5, -0.5 eV
visible pole 3.5687 eV, residue 11 = 0.19394
visible pole 5.5854 eV, residue 11 = 0.02165
RING WITH FLUX
site energies = 0.0, 0.5, -0.3 eV
hopping size = 1.0 eV, phase per bond = 0.4 rad, U = 3.0 eV
drive: energy 1.5 eV, eta 0.4 eV
chi_12, driven system = +0.14275 +0.00118 i 1/eV
chi_12, Lehmann sum   = +0.14275 +0.00118 i 1/eV
chi_21, Lehmann sum   = +0.11648 +0.04694 i 1/eV
dark triplets 3, visible singlets 5
SYMMETRIC RING, NO FLUX
hopping = 1.0 eV, U = 3.0 eV
degenerate visible level = 3.5429 eV, residue rank = 2
```
